# Natural occupations and the Mueller functional in the half-filled Hubbard dimer: verification in Python

```python
"""Half-filled Hubbard dimer and the Mueller density-matrix functional.

Result under test (equal site energies, hopping t > 0, repulsion U > 0):
  occupations per spin  n_a, n_b = (1 +- 4t/sqrt(U^2+16t^2))/2
  interaction energy    W = U/2 - U sqrt(n_a n_b)  =  Mueller value,
provided the interaction is written in spin-independent form, so that the
Mueller expression includes the equal-spin on-site terms.
gamma is the one-body density matrix in spin-orbitals ordered
(site 1 up, site 1 down, site 2 up, site 2 down); eps is the difference of
the two site energies. Exact data come from diagonalization in Fock space.
"""
import numpy as np
from scipy.optimize import minimize

# Fermion operators by the Jordan-Wigner construction
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(p):
    op = np.eye(1)
    for q in range(4):
        op = np.kron(op, parity if q < p else lower if q == p else np.eye(2))
    return op


c = [annihilator(p) for p in range(4)]
number = [op.T @ op for op in c]
two_electron = np.where(np.isclose(np.diag(sum(number)), 2))[0]
double_occ = number[0] @ number[1] + number[2] @ number[3]
hop = sum(c[s].T @ c[s + 2] + c[s + 2].T @ c[s] for s in (0, 1))
imbalance = number[0] + number[1] - number[2] - number[3]

same_site = np.kron(np.eye(2), np.ones((2, 2)))   # includes equal spins
opposite_only = same_site - np.eye(4)             # equal spins dropped


def density_matrix(psi):
    return np.array([[psi.conj() @ c[q].T @ c[p] @ psi for q in range(4)]
                     for p in range(4)])


def ground_state(t, U, eps=0.0):
    H = -t * hop + U * double_occ + 0.5 * eps * imbalance
    energies, vectors = np.linalg.eigh(H[np.ix_(two_electron, two_electron)])
    assert energies[1] - energies[0] > 1e-6      # unique ground state
    psi = np.zeros(16)
    psi[two_electron] = vectors[:, 0]
    return energies[0], density_matrix(psi), U * psi @ double_occ @ psi


def mueller_parts(gamma, v):
    occ, orb = np.linalg.eigh(gamma)
    root = (orb * np.sqrt(np.clip(occ, 0, None))) @ orb.conj().T
    dens = np.diag(gamma).real
    return 0.5 * dens @ v @ dens, -0.5 * np.sum(v * np.abs(root) ** 2)


def mueller(gamma, v):
    return sum(mueller_parts(gamma, v))


def occupations(gamma):
    """Larger and smaller occupation, and orbitals, of the spin-up block."""
    occ, orb = np.linalg.eigh(gamma[::2, ::2])
    return occ[1], occ[0], orb[:, ::-1]


# Symmetric dimer: occupations, energies, and both forms of the interaction
table = []
for t, U in [(1, 0.5), (1, 3), (1, 8), (1, 20), (0.7, 2.3)]:
    E, gamma, W = ground_state(t, U)
    na, nb, orb = occupations(gamma)
    root = np.sqrt(U**2 + 16 * t**2)
    assert np.allclose([na, nb], [0.5 + 2*t/root, 0.5 - 2*t/root], atol=1e-10)
    assert np.allclose(np.abs(orb), np.sqrt(0.5), atol=1e-10)
    assert orb[0, 0] * orb[1, 0] > 0 > orb[0, 1] * orb[1, 1]
    assert abs(E - (U - root) / 2) < 1e-10
    assert abs(E - W + 2 * t * (na - nb)) < 1e-10
    assert abs(W - (U / 2 - U * np.sqrt(na * nb))) < 1e-10
    WM = mueller(gamma, U * same_site)
    assert abs(WM - W) < 1e-10
    assert abs(mueller(gamma, U * opposite_only) - U / 2) < 1e-10
    assert abs(mueller(gamma, U * np.eye(4)) + U * np.sqrt(na * nb)) < 1e-10
    if t == 1:
        table.append((U, na, nb, W, WM))

# Any occupations and any relative phase, not only ground states
vacuum = np.zeros(16)
vacuum[0] = 1.0
bond = [(c[s].T + c[s + 2].T) / np.sqrt(2) for s in (0, 1)]
anti = [(c[s].T - c[s + 2].T) / np.sqrt(2) for s in (0, 1)]
pair_a, pair_b = bond[0] @ bond[1] @ vacuum, anti[0] @ anti[1] @ vacuum
for na in (0.55, 0.7, 0.95):
    p = np.sqrt(na * (1 - na))
    for phase in (0.0, 1.1, np.pi):
        psi = np.sqrt(na)*pair_a + np.exp(1j*phase)*np.sqrt(1 - na)*pair_b
        W = (psi.conj() @ double_occ @ psi).real
        assert abs(W - (0.5 + p * np.cos(phase))) < 1e-12
        WM = mueller(density_matrix(psi), same_site)
        assert abs(WM - (0.5 - p)) < 1e-12

# Free minimization of the Mueller energy over spin-unpolarized gamma
t, U = 1.0, 3.0


def gamma_from(x):
    """Return gamma, occupation difference d and unit vector m."""
    d = np.sin(x[0])
    m = np.array([np.sin(x[1]) * np.cos(x[2]), np.sin(x[1]) * np.sin(x[2]),
                  np.cos(x[1])])
    block = 0.5 * np.array([[1 + d*m[2], d*(m[0] - 1j*m[1])],
                            [d*(m[0] + 1j*m[1]), 1 - d*m[2]]])
    return np.kron(block, np.eye(2)), d, m


def mueller_energy(x):
    gamma = gamma_from(x)[0]
    hopping = -2 * t * (gamma[0, 2] + gamma[2, 0]).real
    return hopping + mueller(gamma, U * same_site)


E0, gamma0, W0 = ground_state(t, U)
rng = np.random.default_rng(4)
for x in rng.uniform(-3, 3, (200, 3)):
    gamma, d, m = gamma_from(x)
    p = np.sqrt(1 - d**2) / 2
    formula = U * (0.5 - p + m[2]**2 * (0.5 + p - 4 * p**2))
    assert abs(mueller(gamma, U * same_site) - formula) < 1e-7
    assert mueller_energy(x) > E0 - 1e-7
runs = [minimize(mueller_energy, x, method="Nelder-Mead",
                 options=dict(xatol=1e-8, fatol=1e-13, maxiter=2000))
        for x in rng.uniform(0.3, 1.3, (5, 3))]
best = min(runs, key=lambda r: r.fun)
gamma_min, d_min, m_min = gamma_from(best.x)
na_min = occupations(gamma_min)[0]
assert abs(best.fun - E0) < 1e-8
assert abs(na_min - occupations(gamma0)[0]) < 1e-5
assert abs(m_min[2]) < 1e-5

# Unequal site energies: Mueller lies below the exact value
for tt, UU, eps in [(1, 3, 2), (1, 8, 5), (0.6, 1.5, 0.4)]:
    _, gamma, W = ground_state(tt, UU, eps)
    na, nb, _ = occupations(gamma)
    mz = (gamma[0, 0] - gamma[2, 2]) / (na - nb)
    p = np.sqrt(na * nb)
    assert abs(W - UU * (0.5 - p + mz**2 * (0.5 + p))) < 1e-10
    error = mueller(gamma, UU * same_site) - W
    assert error < -1e-4
    assert abs(error + 4 * UU * na * nb * mz**2) < 1e-10

# Attractive interaction: the relative sign in the state is reversed
_, gamma_att, W_att = ground_state(t, -U)
na_att, nb_att, _ = occupations(gamma_att)
WM_att = mueller(gamma_att, -U * same_site)
assert abs(W_att - (-U / 2 - U * np.sqrt(na_att * nb_att))) < 1e-10
assert abs(WM_att - W_att) > 0.1

# Worked example
na, nb, _ = occupations(gamma0)
hartree, exchange = mueller_parts(gamma0, U * same_site)
print("Energies in units of t; occupations are per spin")
print(f"hopping t = {t:.1f}, repulsion U = {U:.1f}")
print(f"sqrt(U^2+16t^2) = {np.sqrt(U**2 + 16*t**2):.6f} t")
print(f"n_a (bonding) = {na:.6f}")
print(f"n_b (antibonding) = {nb:.6f}")
print(f"sqrt(n_a n_b) = {np.sqrt(na*nb):.6f}")
print(f"exact ground-state energy = {E0:.6f} t")
print(f"exact hopping energy = {E0 - W0:.6f} t")
print(f"exact interaction energy = {W0:.6f} t")
print(f"double occupancy per site = {W0/(2*U):.6f}")
print(f"Mueller Hartree part = {hartree:.6f} t")
print(f"Mueller exchange part = {exchange:.6f} t")
print(f"Mueller interaction energy = {hartree + exchange:.6f} t")
print(f"Mueller opposite-spin part = {mueller(gamma0, U*opposite_only):.6f} t")
print(f"Mueller equal-spin part = {mueller(gamma0, U*np.eye(4)):.6f} t")
print(f"minimized Mueller energy = {best.fun:.6f} t")
print(f"n_a at the Mueller minimum = {na_min:.5f}")
print("Table: U/t, n_a, n_b, exact W/t, Mueller W/t")
for row in table:
    print("{:5.1f} {:.6f} {:.6f} {:.6f} {:.6f}".format(*row))
eps = 2.0
_, gamma, W = ground_state(t, U, eps)
na, nb, _ = occupations(gamma)
mz = (gamma[0, 0] - gamma[2, 2]) / (na - nb)
WM = mueller(gamma, U * same_site)
print(f"Unequal sites: U = {U:.1f} t, site-energy difference = {eps:.1f} t")
print(f"  n_a = {na:.6f}, n_b = {nb:.6f}, m_z = {mz:.6f}")
print(f"  electrons on site 1 = {2*gamma[0, 0]:.6f}")
print(f"  electrons on site 2 = {2*gamma[2, 2]:.6f}")
print(f"  exact W = {W:.6f} t, Mueller W = {WM:.6f} t")
print(f"  Mueller minus exact = {WM - W:.6f} t")
print(f"Attractive symmetric dimer: U = {-U:.1f} t")
print(f"  n_a = {na_att:.6f}, n_b = {nb_att:.6f}")
print(f"  exact W = {W_att:.6f} t, Mueller W = {WM_att:.6f} t")
print("PASS")
```

Running it gives:

```
Energies in units of t; occupations are per spin
hopping t = 1.0, repulsion U = 3.0
sqrt(U^2+16t^2) = 5.000000 t
n_a (bonding) = 0.900000
n_b (antibonding) = 0.100000
sqrt(n_a n_b) = 0.300000
exact ground-state energy = -1.000000 t
exact hopping energy = -1.600000 t
exact interaction energy = 0.600000 t
double occupancy per site = 0.100000
Mueller Hartree part = 3.000000 t
Mueller exchange part = -2.400000 t
Mueller interaction energy = 0.600000 t
Mueller opposite-spin part = 1.500000 t
Mueller equal-spin part = -0.900000 t
minimized Mueller energy = -1.000000 t
n_a at the Mueller minimum = 0.90000
Table: U/t, n_a, n_b, exact W/t, Mueller W/t
  0.5 0.996139 0.003861 0.218991 0.218991
  3.0 0.900000 0.100000 0.600000 0.600000
  8.0 0.723607 0.276393 0.422291 0.422291
 20.0 0.598058 0.401942 0.194193 0.194193
Unequal sites: U = 3.0 t, site-energy difference = 2.0 t
  n_a = 0.936486, n_b = 0.063514, m_z = -0.277977
  electrons on site 1 = 0.757334
  electrons on site 2 = 1.242666
  exact W = 0.940785 t, Mueller W = 0.885632 t
  Mueller minus exact = -0.055153 t
Attractive symmetric dimer: U = -3.0 t
  n_a = 0.900000, n_b = 0.100000
  exact W = -2.400000 t, Mueller W = -0.600000 t
PASS
```
